# Casimir's relativistic factors for p-electron quadrupole coupling in iodine and bismuth

## 1. The nonrelativistic case

The quadrupole coupling of a valence p electron contains the integral of \(P^2/r^3\), where \(P\) is \(r\) times the radial function. This integral is collected close to the nucleus, where the valence energy is negligible against \(Z/r\). As an approximation, take the field there to be that of the bare charge \(Z\); Section 9 examines the error caused by screening. In Hartree atomic units the p wave then obeys

\[
P''+\left(\frac{2Z}{r}-\frac{2}{r^2}\right)P=0 .
\]

Put \(x=\sqrt{8Zr}\) and \(D=x\,d/dx\). Then \(r\,d/dr=D/2\), so \(r^2P''=\tfrac12D(\tfrac12D-1)P\), and \(2Zr=x^2/4\). Multiplying the equation by \(4r^2\) gives \((D^2-2D+x^2-8)P=0\). With \(P=xf\), each \(D\) acting on \(P\) becomes \(D+1\) acting on \(f\), and the equation turns into \((D^2+x^2-9)f=0\). This is Bessel's equation of order 3. The solution regular at the nucleus is

\[
P=A\,x\,J_3(x).
\]

From \(r=x^2/8Z\) we have \(dr=x\,dx/4Z\) and \(r^{-3}dr=128Z^2x^{-5}dx\). Therefore

\[
\int_0^\infty\frac{P^2}{r^3}dr=128Z^2A^2\int_0^\infty\frac{J_3^2}{x^3}dx=\frac{128Z^2A^2}{96}.
\tag{1}
\]

The value 1/96 follows from equation (7) below. At large \(x\) the average of \(J_3^2\) is \(1/\pi x\), so the part beyond \(x=10\) is about \(1/(3\pi\,10^3)\), or 1% of the total. Nearly everything comes from \(r<12.5/Z\).

The amplitude \(A\) is set by the outer atom. Casimir's factors state how the integral changes at fixed \(A\) when the inner region is treated with the Dirac equation.

## 2. Result for implementation

Let \(\alpha=1/c\) be the fine-structure constant and

\[
\zeta=(\alpha Z)^2,\qquad \gamma_1=\sqrt{1-\zeta},\qquad \gamma_2=\sqrt{4-\zeta}.
\]

The factor for p3/2–p3/2 is

\[
R=\frac{6(15+\zeta)}{\gamma_2(3-\zeta)(15-4\zeta)},
\tag{2}
\]

and the factor for p1/2–p3/2 is

\[
S=\frac{4\sin\pi(\gamma_2-\gamma_1-1)}{\pi\zeta}\;\frac{15-4\zeta}{15-16\zeta}.
\tag{3}
\]

Each multiplies the nonrelativistic \(\int P^2r^{-3}dr\). A p1/2–p1/2 factor is not needed, because a rank-2 operator has no element between two states with \(j=1/2\).

The assumptions are a point nucleus, a pure Coulomb field and negligible valence energy in the region that matters, and equal outer amplitudes. Equation (3) also requires \(\zeta<15/16\).

For small \(\zeta\) the argument of the sine suffers cancellation. Since \((\gamma_2-\gamma_1)(\gamma_2+\gamma_1)=3\), it can be computed from

\[
\gamma_2-\gamma_1-1=\frac{3-\gamma_1-\gamma_2}{\gamma_1+\gamma_2}
=\frac{\zeta}{\gamma_1+\gamma_2}\left(\frac1{1+\gamma_1}+\frac1{2+\gamma_2}\right),
\]

where \(1-\gamma_1=\zeta/(1+\gamma_1)\) and \(2-\gamma_2=\zeta/(2+\gamma_2)\) were used.

## 3. Dirac functions and the angular part

Write the Dirac function as

\[
\psi=\frac1r\begin{pmatrix}P\,\Omega_\kappa\\ iQ\,\Omega_{-\kappa}\end{pmatrix},\qquad \Omega_{-\kappa}=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\Omega_\kappa ,
\]

with \(\kappa=1\) for p1/2 and \(\kappa=-2\) for p3/2. The quadrupole operator is \(C^2_q/r^3\) times nuclear quantities. It contains no spin matrix, so \(\boldsymbol\sigma\cdot\hat{\mathbf r}\) commutes with it, and \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\). Hence

\[
\langle\Omega_{-\kappa}|C^2_q|\Omega_{-\kappa'}\rangle=\langle\Omega_{\kappa}|C^2_q|\Omega_{\kappa'}\rangle .
\]

Both components share one angular element, and the radial integrand is \((P_aP_b+Q_aQ_b)/r^3\).

The angular elements for \(m=1/2\) follow from

\[
\Omega_{3/2}=\sqrt{\tfrac23}\,Y_{10}{\uparrow}+\sqrt{\tfrac13}\,Y_{11}{\downarrow},\qquad
\Omega_{1/2}=-\sqrt{\tfrac13}\,Y_{10}{\uparrow}+\sqrt{\tfrac23}\,Y_{11}{\downarrow}.
\]

Since \(C^2_0\) has the expectation values \(2/5\) in \(Y_{10}\) and \(-1/5\) in \(Y_{11}\), the diagonal p3/2 element is \(\tfrac23\cdot\tfrac25-\tfrac13\cdot\tfrac15=\tfrac15\). The off-diagonal element is \(-\tfrac{\sqrt2}3(\tfrac25+\tfrac15)=-\tfrac{\sqrt2}5\). Its sign belongs to these spinor phases together with \(P>0\) near the nucleus for both states. An implementation must keep the two choices together.

For the radial equations, use \(\boldsymbol\sigma\cdot\mathbf p=-i(\boldsymbol\sigma\cdot\hat{\mathbf r})(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\) and \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). They give

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_\kappa=\frac ir\left(P'+\frac{\kappa P}{r}\right)\Omega_{-\kappa}.
\]

With the rest energy subtracted, the valence energy dropped and \(V=-Z/r\), the two rows of the Dirac equation become

\[
P'+\frac{\kappa}{r}P=\left(2c+\frac{Z}{cr}\right)Q,\qquad
Q'-\frac{\kappa}{r}Q=-\frac{Z}{cr}P .
\tag{4}
\]

The second equation gives \(P=-(c/Z)(rQ'-\kappa Q)\). Inserted in the first, the terms \(\pm\kappa Q'\) cancel:

\[
-\frac cZ\left(rQ''+Q'-\frac{\kappa^2}{r}Q\right)=\left(2c+\frac Z{cr}\right)Q .
\]

Multiplication by \(-Zr/c\) yields

\[
r^2Q''+rQ'+(2Zr-\gamma^2)Q=0,\qquad \gamma^2=\kappa^2-\zeta .
\]

In terms of \(x\) this is Bessel's equation of order \(2\gamma\). With \(rQ'=\tfrac12x\,dQ/dx\),

\[
Q=N J_{2\gamma}(x),\qquad P=\frac{N}{\alpha Z}\left(\kappa J_{2\gamma}-\tfrac12xJ_{2\gamma}'\right).
\tag{5}
\]

**Amplitude and sign.** At large \(x\), \(J\) and \(J'\) both oscillate with amplitude \(\sqrt{2/\pi x}\), so the derivative term dominates \(P\), whose amplitude is \(|N|x/(2\alpha Z)\) times that root. The nonrelativistic amplitude is \(Ax\) times the same root. Equality requires \(|N|=2\alpha ZA\). The phases of the two waves differ by \(\pi(|\kappa|-\gamma)\); in a pure Coulomb field this corresponds to a change of \(|\kappa|-\gamma\) in the quantum defect.

At small \(x\), \(\tfrac12xJ'_{2\gamma}\to\gamma J_{2\gamma}\), so \(P\) has the sign of \(N(\kappa-\gamma)\). This is positive if \(N>0\) for \(\kappa=1\) and \(N<0\) for \(\kappa=-2\). Thus \(N=\mathrm{sgn}(\kappa)\,2\alpha ZA\).

## 4. Reduction to two Bessel integrals

Let \(J_m,J_n\) belong to states \(a,b\), with \(m=2\gamma_a\), \(n=2\gamma_b\). Inserting (5) and dividing by (1) gives the factor \(384\,\sigma T\), where \(\sigma=\mathrm{sgn}(\kappa_a\kappa_b)\) and

\[
T=\int_0^\infty\left[\zeta J_mJ_n+(\kappa_aJ_m-\tfrac12xJ_m')(\kappa_bJ_n-\tfrac12xJ_n')\right]\frac{dx}{x^5}.
\]

The number 384 is \(4\times96\), the 4 coming from \(N_aN_b\). Define

\[
a=\int\frac{J_mJ_n}{x^5}dx,\quad b=\int\frac{J_mJ_n}{x^3}dx,\quad
U=\int\frac{J_m'J_n}{x^4}dx,\quad V=\int\frac{J_mJ_n'}{x^4}dx,\quad K=\int\frac{J_m'J_n'}{x^3}dx .
\]

Expanding the product,

\[
T=(\zeta+\kappa_a\kappa_b)a-\tfrac12\kappa_aV-\tfrac12\kappa_bU+\tfrac14K .
\tag{6}
\]

Integration by parts expresses \(U\), \(V\) and \(K\) through \(a\) and \(b\). The boundary terms at the origin behave as \(x^{m+n-4}\) and vanish if \(\gamma_a+\gamma_b>2\); those at infinity vanish because of the inverse powers of \(x\).

1. Integrating \((J_mJ_n)'x^{-4}\) gives \(U+V=4a\).
2. Let \(G=x(J_m'J_n-J_mJ_n')\). Bessel's equation, \((xJ_m')'=-(x-m^2/x)J_m\), gives \(G'=(m^2-n^2)J_mJ_n/x\). Then \(U-V=\int Gx^{-5}dx=\tfrac14\int G'x^{-4}dx=\tfrac14(m^2-n^2)a\).
3. Moving the derivative off \(J_m'\) gives \(K=-\int J_m(x^{-3}J_n')'dx\). Bessel's equation gives \((x^{-3}J_n')'=-4x^{-4}J_n'-x^{-3}J_n+n^2x^{-5}J_n\), so \(K=4V+b-n^2a\).

The remaining integrals follow from three standard formulas. The first is Neumann's product formula

\[
J_mJ_n=\frac2\pi\int_0^{\pi/2}J_{m+n}(2x\cos\theta)\cos[(m-n)\theta]\,d\theta .
\]

The second, applied after substituting \(t=2x\cos\theta\), is

\[
\int_0^\infty J_\mu(t)t^{-\lambda}dt=2^{-\lambda}\,\frac{\Gamma(\frac{\mu+1-\lambda}2)}{\Gamma(\frac{\mu+1+\lambda}2)} .
\]

The third does the angular integral:

\[
\int_0^{\pi/2}\cos^{\lambda-1}\theta\cos(q\theta)\,d\theta=\frac{\pi\,\Gamma(\lambda)}{2^\lambda\,\Gamma(\frac{\lambda+1+q}2)\Gamma(\frac{\lambda+1-q}2)} .
\]

Together, with \(s=(m+n)/2\) and \(d=(n-m)/2\),

\[
\int_0^\infty\frac{J_mJ_n}{x^\lambda}dx=
\frac{\Gamma(\lambda)\,\Gamma(s+\frac{1-\lambda}2)}
{2^\lambda\,\Gamma(\frac{\lambda+1}2+d)\,\Gamma(\frac{\lambda+1}2-d)\,\Gamma(s+\frac{1+\lambda}2)} .
\tag{7}
\]

For \(m=n\) and \(\lambda=3\) this is \(1/[4m(m^2-1)]\), which is 1/96 at \(m=3\).

## 5. The p3/2 factor

Here \(m=n=2\gamma_2\), \(\kappa_a=\kappa_b=-2\) and \(\sigma=1\). The relations above give \(U=V=2a\) and \(K=(8-4\gamma_2^2)a+b=(4\zeta-8)a+b\). Equation (6) becomes

\[
T=(\zeta+4)a+4a+(\zeta-2)a+\tfrac14b=(6+2\zeta)a+\tfrac14b .
\]

From (7), using \(4\gamma_2^2-1=15-4\zeta\) and \(\gamma_2^2-1=3-\zeta\),

\[
b=\frac1{8\gamma_2(15-4\zeta)},\qquad
a=\frac3{128\gamma_2(15-4\zeta)(3-\zeta)} .
\]

Thus

\[
R=384T=\frac1{\gamma_2(15-4\zeta)}\left[\frac{54+18\zeta}{3-\zeta}+12\right]
=\frac{90+6\zeta}{\gamma_2(3-\zeta)(15-4\zeta)},
\]

which is (2).

## 6. The off-diagonal factor

Now \(m=2\gamma_1\), \(n=2\gamma_2\), \(\kappa_a=1\), \(\kappa_b=-2\) and \(\sigma=-1\). Since \(m^2-n^2=-12\) for every \(\zeta\), \(U-V=-3a\). With \(U+V=4a\) this gives \(U=a/2\) and \(V=7a/2\). Also \(n^2=16-4\zeta\), so \(K=14a+b-(16-4\zeta)a=(4\zeta-2)a+b\). Equation (6) gives

\[
T=(\zeta-2)a-\tfrac74a+\tfrac12a+(\zeta-\tfrac12)a+\tfrac14b=(2\zeta-\tfrac{15}4)a+\tfrac14b,
\]

and therefore

\[
S=-384T=(1440-768\zeta)a-96b .
\tag{8}
\]

In (7) we have \(s=\gamma_2+\gamma_1\) and \(d=\gamma_2-\gamma_1\), hence \(sd=3\) and \(s^2+d^2=10-4\zeta\). For \(\lambda=3\),

\[
b=\frac1{4s(s^2-1)\,\Gamma(2+d)\Gamma(2-d)},\qquad
\Gamma(2+d)\Gamma(2-d)=\frac{\pi d(1-d^2)}{\sin\pi d}.
\]

The polynomial simplifies to

\[
s(s^2-1)\,d(1-d^2)=3(s^2+d^2-1-s^2d^2)=-12\zeta .
\]

With \(-\sin\pi d=\sin\pi(d-1)\),

\[
b=\frac{\sin\pi(\gamma_2-\gamma_1-1)}{48\pi\zeta}.
\]

The ratio of (7) at \(\lambda=5\) and \(\lambda=3\) is

\[
\frac ab=\frac3{(s^2-4)(4-d^2)}=\frac3{4(s^2+d^2)-16-s^2d^2}=\frac3{15-16\zeta}.
\]

Insertion in (8) gives

\[
S=b\,\frac{3(1440-768\zeta)-96(15-16\zeta)}{15-16\zeta}=192\,b\,\frac{15-4\zeta}{15-16\zeta},
\]

which is (3).

## 7. Limits

**Light nuclei.** Each factor in (2) contributes to the linear term of \(R\): \(\tfrac1{15}+\tfrac18+\tfrac13+\tfrac4{15}=\tfrac{19}{24}\). For \(S\), \(\gamma_2-\gamma_1-1=\tfrac14\zeta+\tfrac7{64}\zeta^2+\dots\), so the sine part is \(1+\tfrac7{16}\zeta\) and the rational part \(1+\tfrac45\zeta\). Hence

\[
R=1+\tfrac{19}{24}\zeta+O(\zeta^2),\qquad S=1+\tfrac{99}{80}\zeta+O(\zeta^2).
\]

**Very heavy nuclei.** Near the origin the off-diagonal integrand behaves as \(r^{\gamma_1+\gamma_2-3}\), which is integrable for \(\gamma_1+\gamma_2>2\). At the boundary \(s=2\), \(d=3/2\), and \(s^2+d^2=25/4=10-4\zeta\) gives \(\zeta=15/16\), or \(Z\approx132.7\). The divergence belongs to the point nucleus; a finite charge distribution removes the singular Coulomb field.

## 8. Iodine and bismuth

For iodine, \(Z=53\), \(\zeta=0.14958\), \(\gamma_1=0.92218\) and \(\gamma_2=1.96225\). Then

\[
R=\frac{6(15.14958)}{1.96225\times2.85042\times14.40168}=1.128 .
\]

The off-diagonal integrals are \(a=0.0013245\) and \(b=0.0055657\), so (8) gives

\[
S=1325.12\,a-96\,b=1.755-0.534=1.221 .
\]

For bismuth, \(Z=83\), \(\zeta=0.36685\), \(\gamma_1=0.79571\) and \(\gamma_2=1.90608\). Then

\[
R=\frac{6(15.36685)}{1.90608\times2.63315\times13.5326}=1.357 .
\]

With \(a=0.0020185\) and \(b=0.0061433\),

\[
S=1158.26\,a-96\,b=2.338-0.590=1.748 .
\]

The linear formula would give only 1.45 for this last factor.

The small component supplies \(384\zeta a/R\) of the diagonal integral, with the diagonal \(a\) of Section 5: 1.5% in iodine and 3.6% in bismuth. Most of the diagonal enhancement is therefore a change of the large component near the nucleus. In the off-diagonal integral the small components enter with opposite signs and contribute \(-384\zeta a/S\) of the total, with the off-diagonal \(a\) given above: \(-6\%\) in iodine and \(-16\%\) in bismuth. Leaving out \(Q_aQ_b\) would thus make the diagonal factor too small and the off-diagonal factor too large.

Integrating the off-diagonal density numerically up to \(r=7\) fm, a round nuclear radius, gives 0.1% of the total in iodine and 1.2% in bismuth. These shares indicate where nuclear size enters; they are not the size of the correction itself. A uniformly charged sphere of radius \(1.2A^{1/3}\) fm, with \(A\) here the mass number, lowers \(S\) by about 0.1% in iodine and by 1.3 to 1.5% in bismuth, depending on the form of the operator inside the nucleus.

## 9. Use with valence orbitals

A one-electron model shows what the factors leave out. The potential is \(V=-[1+(Z-1)\phi(y)]/r\), with the Molière function

\[
\phi=0.10e^{-6y}+0.55e^{-1.2y}+0.35e^{-0.3y},\qquad y=\frac{r}{\tfrac12(3\pi/4)^{2/3}Z^{-1/3}} .
\]

The 5p (iodine) and 6p (bismuth) states were found in this same potential from the Dirac and Schrödinger equations, by outward integration on a logarithmic grid and bisection on the node count, with \(P=0\) at 20 bohr.

The amplitude of each normalized orbital was read between 0.2 and 0.5 bohr. With \(k^2=2(\varepsilon-V)-9/(4r^2)\), where \(\varepsilon\) is the orbital energy, a semiclassical wave \(P=Ck^{-1/2}\sin\varphi\), \(\varphi'=k\), satisfies

\[
C^2=kP^2+\frac1k\left(P'+\frac{k'P}{2k}\right)^2 .
\]

The mean of the right side over the window defines \(C^2\); its relative standard deviation is below 1%. The full ratio of Dirac to Schrödinger \(r^{-3}\) integrals is then the product of an outer ratio, \(C_aC_b/C_{\rm nr}^2\), and an inner factor.

| Element | Full | Outer | Inner | Closed form |
|---|---|---|---|---|
| I, p3/2–p3/2 | 1.157 | 1.055 | 1.097 | 1.128 |
| I, p1/2–p3/2 | 1.322 | 1.115 | 1.186 | 1.221 |
| Bi, p3/2–p3/2 | 1.547 | 1.202 | 1.287 | 1.357 |
| Bi, p1/2–p3/2 | 2.357 | 1.428 | 1.651 | 1.748 |

The split into outer and inner parts depends on the window: between 0.1–0.25 and 0.7–1.3 bohr the inner factors move by up to 0.005 in iodine and 0.007 in bismuth from the tabulated values, so their third decimal is not significant. The inner factors lie about 3% below the closed forms in iodine and 5 to 6% below in bismuth, relative to the closed forms. The derivation assumes an unscreened nucleus and zero orbital energy. The energy is not the cause of the difference: setting it to zero in the same screened potential changes the inner factors by less than 0.001. The main cause is the screening: with the bare potential \(-Z/r\), zero energy and the same window, the inner factors lie within 1% of the closed forms. Lowering \(Z\) by 4 in (2) and (3), as a trial of sensitivity, gives 1.108 and 1.184 for iodine and 1.317 and 1.639 for bismuth. These values are closer to the inner factors in all four cases, but the shift of 4 has not been derived here.

In this fixed potential the outer ratios exceed 1: the Dirac orbitals, normalized over all space, have larger amplitudes in the window. This effect is absent from \(R\) and \(S\) by construction. For bismuth, multiplying the Schrödinger integral by the closed-form factor falls short of the model's Dirac integral by 12% for p3/2–p3/2 and by 26% for p1/2–p3/2, relative to the Dirac value. Both the size and the sign of this shortfall belong to the fixed potential. When the Dirac and Schrödinger atoms are each made self-consistent (local exchange, \(-1/r\) tail, occupations averaged over \(j\)), the inner factors change by about 0.01 or less. The p3/2–p3/2 outer ratio, however, drops to about 0.96 in iodine and 0.87 in bismuth. For bismuth the closed-form factor then exceeds the full ratio by about 22% for p3/2–p3/2 and falls short by about 4% for p1/2–p3/2.

The factors therefore suit an integral whose outer amplitude is already realistic but whose inner part is nonrelativistic. They must not multiply an integral evaluated with Dirac functions, which already contains the inner enhancement. The model omits exchange, correlation, core polarization and any relativistic change of the potential, so the table measures the approximation within one potential and does not predict the coupling constants of the real atoms.
